# Second-order thickness bias from signal noise in a nonlinear calibration

## A film and two readings

A film of thickness $t$ covers a substrate and attenuates its signal. With the bare-substrate signal as the unit, the mean signal is $s_0=e^{-t/L}$, where $L$ is the attenuation length. A reading $s$ is converted to a thickness by $\hat t=-L\ln s$.

Suppose the noise has two equally likely values, so that the reading is $s_0(1+r)$ or $s_0(1-r)$, with $0<r<1$. The mean reading is $s_0$. The inferred thicknesses are $t-L\ln(1+r)$ and $t-L\ln(1-r)$, and their mean differs from $t$ by

$$
-\frac L2\left[\ln(1+r)+\ln(1-r)\right]=-\frac L2\ln(1-r^2)=\frac{L r^2}{2}+O(r^4).
$$

The bias is positive because a low reading raises the thickness by more than an equally large high reading lowers it. The straight-line approximation $\hat t-t\approx-L(s-s_0)/s_0$ makes the two errors equal and opposite, and so misses the effect.

## The general problem

Let $f(t)$ be the mean signal and let one reading be

$$
s=f(t)+\sigma z,\qquad E z=0,\quad E z^2=1,\quad E z^3=m_3,\quad E z^4=m_4 .
$$

Here $E$ is the average over noise at fixed true thickness, and $\sigma$ is the standard deviation of the signal. The estimate $\hat t$ is the thickness on a known branch for which $f(\hat t)=s$. Its error is $e=\hat t-t$, and the bias is $E e$.

Four assumptions are made. The calibration $f$ is known without error. It has four continuous derivatives on the branch, and $f'\neq0$ there. The noise is bounded. As $\sigma$ decreases, all readings stay inside a fixed closed part of the branch. Derivatives without an argument are taken at the true $t$. The result is

$$
E e=-\frac{f''\sigma^2}{2f'^3}+O(\sigma^3).
$$

## First derivation: expand the inverse

Write $\hat t=g(s)$, where $g$ is the inverse of $f$ on the branch. Differentiating $g(f(t))=t$ gives $g'(f(t))\,f'(t)=1$, hence $g'=1/f'$. Differentiating this relation with respect to $t$, with the chain rule on the left, gives

$$
g''f'=-\frac{f''}{f'^2}\quad\Rightarrow\quad g''=-\frac{f''}{f'^3}.
$$

One more differentiation gives

$$
g'''f'=-\frac{f'''}{f'^3}+\frac{3f''^2}{f'^4}
\quad\Rightarrow\quad g'''=\frac{3f''^2-f'f'''}{f'^5}.
$$

Taylor's theorem about $s_0=f(t)$, where $g(s_0)=t$, now gives

$$
e=g'\sigma z+\frac{g''}{2}\sigma^2z^2+\frac{g'''}{6}\sigma^3z^3+O(\sigma^4).
$$

The remainder is uniform because $z$ is bounded and the fourth derivative of $g$ is bounded over the readings. Averaging removes the linear term, since $E z=0$, and leaves

$$
E e=\frac{g''\sigma^2}{2}+\frac{g'''m_3\sigma^3}{6}+O(\sigma^4).
$$

Inserting $g''$ proves the result. If $m_3=0$, the error of the leading formula is $O(\sigma^4)$.

## Second derivation: balance the mean signal

The inverse function need not be expanded. By definition the estimate reproduces its reading, $f(t+e)=f(t)+\sigma z$. Averaging gives

$$
E f(t+e)=f(t).
$$

The signal computed from the inferred thickness is therefore unbiased. If $f''\neq0$ at the true thickness and the noise is small, the mean thickness must be displaced to keep this balance.

The mean-value theorem gives $\sigma z=f'(\xi)e$ for some $\xi$ between $t$ and $t+e$. Since $|f'|$ has a positive minimum over the readings, $e=O(\sigma)$. Expanding $f$ then gives

$$
f'e+\frac{f''}{2}e^2+O(\sigma^3)=\sigma z .
$$

Its average is

$$
f'\,E e+\frac{f''}{2}E e^2=O(\sigma^3).
$$

The mean square is needed to leading order. From $f'e=\sigma z+O(\sigma^2)$, squaring and averaging gives $E e^2=\sigma^2/f'^2+O(\sigma^3)$. Therefore

$$
E e=-\frac{f''}{2f'}\,E e^2+O(\sigma^3)=-\frac{f''\sigma^2}{2f'^3}+O(\sigma^3).
$$

The next order also agrees. Solving the expanded equation by iteration gives $e=\sigma z/f'-f''\sigma^2z^2/(2f'^3)+O(\sigma^3)$, so

$$
E e^2=\frac{\sigma^2}{f'^2}-\frac{f''m_3\sigma^3}{f'^4}+O(\sigma^4),\qquad
E e^3=\frac{m_3\sigma^3}{f'^3}+O(\sigma^4).
$$

With the cubic term of $f$ retained, the balance is $f'E e+f''E e^2/2+f'''E e^3/6=O(\sigma^4)$. Its terms in $\sigma^3$ contribute

$$
\frac{f''^2m_3\sigma^3}{2f'^5}-\frac{f'''m_3\sigma^3}{6f'^4}
=\frac{m_3\sigma^3}{6}\,\frac{3f''^2-f'f'''}{f'^5}
$$

to $E e$, which is the term $g'''m_3\sigma^3/6$ of the first derivation.

## What each derivation assumes

Under the stated assumptions both derivations are valid. Smoothness of $f$ with $f'\ne0$ implies the same smoothness of $g$, so neither gains by asking for fewer derivatives. They use the estimator differently.

The first needs a smooth function $g$ from reading to thickness. Until $g''$ is expressed through $f$, that function need not be the inverse of $f$. For another smooth conversion $h(s)$, the same expansion gives the bias $h(f(t))-t+h''\sigma^2/2+O(\sigma^3)$, whose first part is present without noise.

The second needs no formula for the conversion, but it needs $f(\hat t)=s$ for every reading. If some readings are moved to the end of the branch, the balance must include the signal so removed. With that change it remains useful at a maximum of $f$, where $g$ has no Taylor expansion.

## When the first-order result fails

First-order propagation assigns zero bias and the standard uncertainty $u=\sigma/|f'|$. The leading ratio of bias to uncertainty is

$$
\rho=\frac{|f''|\sigma^2}{2|f'|^3}\,\frac{|f'|}{\sigma}=\frac{|f''|\sigma}{2f'^2}.
$$

Over a thickness change $u$, the slope changes by about $|f''|u$. As a fraction of $|f'|$ this is $|f''|\sigma/f'^2=2\rho$. A small $\rho$ thus means that the sensitivity hardly changes over one standard uncertainty, as far as the change linear in thickness is concerned.

This condition is not sufficient, because the spread has its own correction. The variances and covariances of the terms in the expansion of $e$ give

$$
\operatorname{Var}\hat t=g'^2\sigma^2+g'g''m_3\sigma^3+
\left[\frac{g''^2(m_4-1)}4+\frac{g'g'''m_4}{3}\right]\sigma^4+O(\sigma^5).
$$

The $\sigma^3$ term is twice the covariance of the linear and quadratic terms. In the bracket, the first part is the variance of the quadratic term, and the second is twice the covariance of the linear and cubic terms. At an inflection of $f$, $\rho=0$ but $g'''$ can remain.

**Repeated readings.** Let $N$ independent readings be taken on the same film. If each is inverted and the thicknesses are averaged, the bias stays the same while the random part falls to about $u/\sqrt N$. The two are equal when $\rho u=u/\sqrt N$, or $N=1/\rho^2$. A small $\rho$ for one reading therefore does not protect a long average.

For large $N$ the average is nearly normal. The interval of half-width $1.96\,u/\sqrt N$ about it contains $t$ when $|Z+\rho\sqrt N|<1.96$, with $Z$ a standard normal variable; a negative bias gives the same probability by symmetry. To leading order the coverage is

$$
\Phi(1.96-\rho\sqrt N)-\Phi(-1.96-\rho\sqrt N),
$$

where $\Phi$ is the standard normal distribution function.

If the signals are averaged before inversion, their noise variance is $\sigma^2/N$. The leading bias becomes $g''\sigma^2/(2N)$, and its ratio to the standard uncertainty falls to $\rho/\sqrt N$.

**Correction.** If $\sigma$ is known, one can subtract $g''(s)\sigma^2/2$ from each estimate. The average of this correction is $g''(s_0)\sigma^2/2+O(\sigma^4)$, because its term linear in $z$ averages to zero. For $m_3=0$ the remaining bias is $O(\sigma^4)$; for skewed noise the term $g'''m_3\sigma^3/6$ remains.

## Attenuation in numbers

Take $L=3$ nm and $\sigma=0.010$ in units of the bare-substrate signal, both chosen as round model values. The noise density is proportional to $(1-z^2/9)^3$ for $|z|\le3$ and zero outside. It is symmetric, has unit variance and has $m_4=2.45$.

For $f=e^{-t/L}$, $f'=-f/L$ and $f''=f/L^2$. With $r=\sigma/f$,

$$
E e\approx\frac{L r^2}{2},\qquad u=Lr,\qquad \rho=\frac r2 .
$$

At 6 nm the signal is 0.1353, so $r=0.010/0.1353=0.0739$. The leading bias is $3\times0.0739^2/2=0.0082$ nm, $u=3\times0.0739=0.222$ nm, and $\rho=0.037$.

The full averages below were obtained by inverting $f$ by bisection and integrating over the noise by Gauss–Legendre quadrature. Thicknesses and errors are in nm.

| $t$ | leading bias | full bias | $u$ | full std |
|---:|---:|---:|---:|---:|
| 3 | 0.0011 | 0.0011 | 0.082 | 0.082 |
| 6 | 0.00819 | 0.00825 | 0.222 | 0.223 |
| 9 | 0.061 | 0.064 | 0.603 | 0.630 |
| 10 | 0.118 | 0.132 | 0.841 | 0.925 |

At 10 nm, $r=0.280$. The full bias is 12% above its leading value, and the full standard deviation is 10% above $u$. For a single reading the widening matters more than the bias. Here $g'=-L/f$, $g''=L/f^2$ and $g'''=-2L/f^3$, so the relative variance correction is $r^2[(m_4-1)/4+2m_4/3]\approx2r^2$, which raises the standard deviation by about $r^2$ to leading order (8% at 10 nm, against the full 10%). The bias adds $\rho^2=r^2/4$ to the relative mean square, and so about $r^2/8$ to the relative root-mean-square error.

The signal at 10 nm is 0.0357, while the noise can lower it by 0.030. A somewhat thicker film would give some readings at or below zero, for which the logarithm supplies no thickness. Unbounded Gaussian noise has this difficulty at every thickness, and the bias is then undefined unless a rule for such readings is added.

At 6 nm the bias equals the random part of an average of inverted readings at $N=1/\rho^2\approx733$. With four times as many, $N=2931$, $\rho\sqrt N=2$ and the predicted coverage of the nominal 95% interval is 48%. A simulation with 2000 repeats gave 48% as well. Averaging the same signals before inversion gave 95%.

The correction $L\sigma^2/(2s^2)$ changes the bias at 6 nm from $0.0082$ nm to $-0.00008$ nm. At 10 nm it leaves $-0.029$ nm. The sign follows from the next order. The uncorrected bias contains $Lm_4r^4/4$, while the mean correction contains an extra $3Lr^4/2$, since $E(1+rz)^{-2}=1+3r^2+O(r^4)$. The leading remainder, $Lr^4(m_4/4-3/2)$, is negative for this noise. It gives $-0.00008$ nm at 6 nm, but only $-0.016$ nm at 10 nm, where higher orders supply the rest.

## A fringe and its maximum

Take a transparent film whose two faces reflect weakly and with opposite signs, as for a thin film in air. If repeated reflections are neglected and the signal is scaled to run from 0 to 1, the two-beam fringe at normal incidence is

$$
f(t)=\frac{1-\cos kt}{2},\qquad k=\frac{4\pi n}{\lambda},
$$

where $n$ is the refractive index of the film and $\lambda$ the vacuum wavelength. On a substrate of higher index than the film, the two reflections have the same sign and the fringe starts at a maximum instead. With $n=1.5$ and $\lambda=600$ nm, $k=\pi/100$ nm$^{-1}$, and the branch runs from 0 to the maximum at 100 nm. The noise has the same shape as before, with $\sigma=0.005$. The numbers below belong to this cosine model. For a real film of index 1.5 in air, each face reflects $R=0.04$ of the intensity, and repeated reflections change the scaled signal to $(1+F)f/(1+Ff)$ with $F=4R/(1-R)^2=0.17$. This lies up to 0.04 above the cosine, eight times $\sigma$, which near 50 nm corresponds to about 2.5 nm of thickness. Such a film needs the full curve as its calibration; the general formulas apply to it unchanged, but the position of the inflection and the size of the biases differ.

The derivatives are $f'=(k/2)\sin kt$ and $f''=(k^2/2)\cos kt$. Substitution gives

$$
E e\approx-\frac{2\sigma^2\cos kt}{k\sin^3kt},\qquad
\rho=\frac{\sigma|\cos kt|}{\sin^2kt}.
$$

At 75 nm, $\cos kt=-\sin kt=-1/\sqrt2$, so the leading bias is $4\sigma^2/k=0.0032$ nm, against $u=0.45$ nm. At 90 nm, $\rho=0.050$ and $u=1.03$ nm; the leading bias is 0.051 nm and the full average 0.053 nm.

At 50 nm the curve is antisymmetric about its inflection, so symmetric noise gives zero bias. There $f'=k/2$ and $f'''=-k^3/2$, hence $g'=2/k$ and $g'''=8/k$. The relative variance correction is $g'''m_4\sigma^2/(3g')=4m_4\sigma^2/3$. For a larger noise, $\sigma=0.05$, this is 0.0082, and the full average gives 0.0083. The correction is small here, but $\rho=0$ does not reveal it.

Let $\delta$ be the distance below the maximum, and let $|f''|$ now denote the curvature at the maximum. Close to it, $f'\approx|f''|\delta$, so

$$
\rho\approx\frac{\sigma}{2|f''|\delta^2}.
$$

The largest positive noise, $3\sigma$, reaches the maximum when $|f''|\delta^2/2=3\sigma$, or $\delta=\sqrt{6\sigma/|f''|}$. With $|f''|=k^2/2$ this is 7.8 nm. At that distance $\rho\approx1/12$. Closer to the maximum, some readings have no solution on the branch, and the assumptions of the expansion fail although $\rho$ is still only about 0.08 at the onset.

At the maximum itself, assign readings above it to the end of the branch. Half the readings then have zero error. For the others, $|f''|e^2/2=\sigma|z|$ with $e<0$, to leading order. Thus

$$
E e\approx-\frac12\sqrt{\frac{2\sigma}{|f''|}}\,E|z|^{1/2}
=-\sqrt{\frac{\sigma}{2|f''|}}\,E|z|^{1/2}.
$$

For this noise $E|z|^{1/2}=0.840$. Since $|f''|=k^2/2$, the bias is $-(\sqrt{0.005}/k)\times0.840=-1.89$ nm, and the full average agrees to the digits given. Reducing $\sigma$ fourfold halves the bias to $-0.95$ nm, whereas the regular second-order law would reduce it sixteenfold.

The sign has changed. Between the inflection and the maximum, while all readings remain on the branch, $f''<0$ and $f'>0$ make the leading bias positive. At the maximum the branch permits no positive error.

The modified signal balance gives the spread. Moving the high readings to the maximum lowers the mean signal by $\sigma E|z|/2$, so $|f''|E e^2/2\approx\sigma E|z|/2$ and

$$
E e^2\approx\frac{\sigma E|z|}{|f''|}.
$$

The root-mean-square error is finite and scales as $\sqrt\sigma$; its full value here is 2.9 nm. First-order propagation gives $u=\sigma/|f'|\to\infty$ at the same point. It fails there however small the nonzero noise is.
